**Temperature drop across a thermal interface layer: formula and finite-volume solution**

The program tests the result ΔT = P t/(k A) for a layer of thickness t, conductivity k and area A that carries the power P in steady state. For 50 µm, 5 W/mK, 1 cm² and 100 W, both the formula and a two-dimensional finite-volume solution of layer and silicon die give 10.000 K. The program asserts that the area-averaged drop keeps this value under a strongly lopsided power map, for which the largest local drop is 32.58 K. It also asserts the formula for the peak drop under a cosine power map of 50 % modulation, with 13.471 K from the formula and 13.470 K from the grid. Further assertions cover contact resistance at both faces (12.000 K), a conductivity that falls by 0.1 % per kelvin (10.051 K, compared with direct integration of Fourier's law) and a die tilted by ±20 % in layer thickness (8.31 K to 11.62 K). The heat lost from the rim of the layer is estimated at 1 mW and asserted to be less than a thousandth of the power. The lid is held at one temperature throughout, and the silicon conductivity, contact resistance and air coefficient are rough or assumed inputs.

## Program and output

```python
"""
Result under test: a thermal interface layer of thickness t, conductivity k and
area A that carries the power P in steady state has the temperature drop
    drop = P t / (k A),   10 K for 50 um, 5 W/mK, 1 cm2, 100 W.
With uneven heating and insulated sides this is the area-averaged drop.

Symbols (SI inside the program):
  width       side of the square die and layer
  q_mean      mean heat flux P/A
  k_si, d_si  conductivity and thickness of the silicon die
  r_contact   contact resistance of one face of the layer, m2 K/W
  beta        relative change of k per kelvin, referred to the lid temperature
  mod         relative modulation of the power map along x
The lid is held at one temperature, taken as zero.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

power = 100.0
width = 1e-2
area = width**2
t = 50e-6
k = 5.0
k_si = 120.0
d_si = 0.7e-3
r_contact = 1e-6
beta = -1e-3
mod = 0.5
tilt = 0.2
h_air = 10.0
excess = 50.0

nx = 101
dx = width / nx
x = (np.arange(nx) + 0.5) * dx


def layer_drop(flux_map, thickness, contact=0.0, n_tim=6, n_si=28):
    """Finite-volume solution of layer plus die; returns die face minus lid."""
    nz = n_tim + n_si
    dz = np.empty((nz, nx))
    dz[:n_tim] = thickness / n_tim
    dz[n_tim:] = d_si / n_si
    cond = np.where(np.arange(nz) < n_tim, k, k_si)
    half = 2 * cond[:, None] * dx / dz
    rows, cols, vals = [], [], []

    def link(a, b, g):
        rows.extend([a, b, a, b])
        cols.extend([a, b, b, a])
        vals.extend([g, g, -g, -g])

    face_link = None
    for j in range(nz):
        for i in range(nx):
            n = j * nx + i
            if i + 1 < nx:
                mean_dz = 0.5 * (dz[j, i] + dz[j, i + 1])
                link(n, n + 1, cond[j] * mean_dz / dx)
        if j + 1 < nz:
            extra = contact / dx if j == n_tim - 1 else 0.0
            g_up = 1 / (1 / half[j] + 1 / half[j + 1] + extra)
            if j == n_tim - 1:
                face_link = g_up
            for i in range(nx):
                link(j * nx + i, (j + 1) * nx + i, g_up[i])
    g_lid = 1 / (1 / half[0] + contact / dx)
    for i in range(nx):
        rows.append(i)
        cols.append(i)
        vals.append(g_lid[i])
    source = np.zeros(nz * nx)
    source[-nx:] = flux_map * dx
    matrix = coo_matrix((vals, (rows, cols)), shape=(nz * nx, nz * nx)).tocsc()
    temp = spsolve(matrix, source).reshape(nz, nx)
    heat = face_link * (temp[n_tim] - temp[n_tim - 1])
    return temp[n_tim] - heat / half[n_tim]


# Basic result
q_mean = power / area
resistance = t / (k * area)
drop = power * resistance
uniform = np.full(nx, q_mean)
flat = np.full(nx, t)
drop_grid = layer_drop(uniform, flat)
assert abs(drop - 10.0) < 1e-9
assert np.max(np.abs(drop_grid - drop)) < 1e-5

# Mean drop under a strongly lopsided power map
lopsided = np.exp(-x / 2e-3)
lopsided *= q_mean / lopsided.mean()
drop_lop = layer_drop(lopsided, flat)
assert abs(drop_lop.mean() - drop) < 1e-5
assert drop_lop.max() > 1.5 * drop

# Peak drop under a cosine power map, hottest in the middle
kappa = 2 * np.pi / width
h_layer = k / t
passed = 1 / (np.cosh(kappa * d_si)
              + k_si * kappa / h_layer * np.sinh(kappa * d_si))
peak = drop * (1 + mod * passed)
drop_cos = layer_drop(q_mean * (1 - mod * np.cos(kappa * x)), flat)
assert abs(drop_cos.max() - peak) < 0.01

# Contact resistance at both faces
drop_contact = q_mean * (t / k + 2 * r_contact)
grid_contact = layer_drop(uniform, flat, contact=r_contact)
assert np.max(np.abs(grid_contact - drop_contact)) < 1e-5

# Conductivity that depends on temperature
drop_beta = (np.sqrt(1 + 2 * beta * drop) - 1) / beta
path = solve_ivp(lambda s, y: [q_mean * t / (k * (1 + beta * y[0]))],
                 (0, 1), [0.0], rtol=1e-10, atol=1e-10)
assert path.success and abs(path.y[0, -1] - drop_beta) < 1e-6

# Tilted die: thickness varies linearly from one edge to the other
wedge = t * (1 + tilt * (2 * x / width - 1))
local_rule = q_mean * wedge / k
drop_wedge = layer_drop(uniform, wedge)
inner = np.abs(x - width / 2) < 0.2 * width
assert np.max(np.abs(drop_wedge - local_rule)[inner]) < 0.05
assert drop_wedge.min() > local_rule.min()
assert drop_wedge.max() < local_rule.max()

# Loss from the rim of the layer, and drop in the silicon
rim_area = 4 * width * t
rim_loss = h_air * rim_area * excess
assert rim_loss < 1e-3 * power
drop_si = q_mean * d_si / k_si

print("INPUTS")
print(f"power through layer              {power:.0f} W")
print(f"layer area                       {area*1e4:.0f} cm2")
print(f"layer thickness                  {t*1e6:.0f} um")
print(f"layer conductivity               {k:.0f} W/mK")
print(f"silicon thickness                {d_si*1e3:.1f} mm")
print(f"silicon conductivity (rough)     {k_si:.0f} W/mK")
print("BASIC RESULT")
print(f"heat flux                        {q_mean:.2e} W/m2")
print(f"heat flux                        {q_mean*1e-4:.0f} W/cm2")
print(f"temperature gradient in layer    {q_mean/k*1e-6:.2f} K/um")
print(f"area-specific resistance t/k     {t/k*1e6:.1f} mm2K/W")
print(f"thermal resistance               {resistance:.3f} K/W")
print(f"drop, formula                    {drop:.3f} K")
print(f"drop, finite volumes             {drop_grid.mean():.3f} K")
print(f"drop across the silicon          {drop_si:.2f} K")
print("UNEVEN POWER")
print(f"lopsided map: mean drop          {drop_lop.mean():.3f} K")
print(f"lopsided map: largest drop       {drop_lop.max():.2f} K")
print(f"cosine map: modulation m         {mod:.2f}")
print(f"cosine map: kappa               {kappa:.1f} 1/m")
print(f"cosine map: kappa*d              {kappa*d_si:.4f}")
print(f"film conductance h = k/t         {h_layer:.2e} W/m2K")
print(f"cosine map: k_s*kappa/h          {k_si*kappa/h_layer:.4f}")
print(f"cosine map: fraction F           {passed:.4f}")
print(f"cosine map: peak drop, formula   {peak:.3f} K")
print(f"cosine map: peak drop, grid      {drop_cos.max():.3f} K")
print("OTHER NEGLECTED EFFECTS")
print(f"contact resistance per face      {r_contact*1e6:.1f} mm2K/W")
print(f"drop with both contacts          {drop_contact:.3f} K")
print(f"conductivity change beta         {beta*100:.2f} %/K")
print(f"drop with varying conductivity   {drop_beta:.3f} K")
print(f"tilt: thickness variation        +/-{tilt*100:.0f} %")
print(f"tilt: local rule at thin edge    {drop*(1-tilt):.2f} K")
print(f"tilt: local rule at thick edge   {drop*(1+tilt):.2f} K")
print(f"tilt: smallest drop, grid        {drop_wedge.min():.2f} K")
print(f"tilt: largest drop, grid         {drop_wedge.max():.2f} K")
print(f"air coefficient at rim (rough)   {h_air:.0f} W/m2K")
print(f"rim excess over air (assumed)    {excess:.0f} K")
print(f"rim area                         {rim_area*1e6:.1f} mm2")
print(f"rim loss                         {rim_loss*1e3:.2f} mW")
print("OK")
```

Output:

```
INPUTS
power through layer              100 W
layer area                       1 cm2
layer thickness                  50 um
layer conductivity               5 W/mK
silicon thickness                0.7 mm
silicon conductivity (rough)     120 W/mK
BASIC RESULT
heat flux                        1.00e+06 W/m2
heat flux                        100 W/cm2
temperature gradient in layer    0.20 K/um
area-specific resistance t/k     10.0 mm2K/W
thermal resistance               0.100 K/W
drop, formula                    10.000 K
drop, finite volumes             10.000 K
drop across the silicon          5.83 K
UNEVEN POWER
lopsided map: mean drop          10.000 K
lopsided map: largest drop       32.58 K
cosine map: modulation m         0.50
cosine map: kappa               628.3 1/m
cosine map: kappa*d              0.4398
film conductance h = k/t         1.00e+05 W/m2K
cosine map: k_s*kappa/h          0.7540
cosine map: fraction F           0.6941
cosine map: peak drop, formula   13.471 K
cosine map: peak drop, grid      13.470 K
OTHER NEGLECTED EFFECTS
contact resistance per face      1.0 mm2K/W
drop with both contacts          12.000 K
conductivity change beta         -0.10 %/K
drop with varying conductivity   10.051 K
tilt: thickness variation        +/-20 %
tilt: local rule at thin edge    8.00 K
tilt: local rule at thick edge   12.00 K
tilt: smallest drop, grid        8.31 K
tilt: largest drop, grid         11.62 K
air coefficient at rim (rough)   10 W/m2K
rim excess over air (assumed)    50 K
rim area                         2.0 mm2
rim loss                         1.00 mW
OK
```
